# How long does the fastest ion-beam ripple take to grow hundredfold?

**Question**

I am working on ripples that form on a surface eroded by an ion beam. The exercise gives the linear height equation

$$h_t=-c\,h_x-S\,h_{xx}-B\,h_{xxxx},$$

with $S=1\ \mathrm{nm^2/s}$ and $B=100\ \mathrm{nm^4/s}$, and asks me to show that the fastest ripple needs about 1840 seconds to amplify a hundredfold.

I have three difficulties. The term $-S h_{xx}$ looks like diffusion with the wrong sign, so I don't see why there is a fastest ripple instead of a blow-up at short wavelengths. I don't know what to do with the drift term, since no $c$ is given. And when I work with the power spectrum I get about 920 s, half the stated time. Which is right, and how far can I trust such a number for a real surface?

**Answer**

Both times are right, but they answer different questions. "Amplify a hundredfold" gives the stated time when it refers to the height amplitude of one sinusoidal ripple. I take $S$ and $B$ as positive constants and the slopes as small, and measure $h$ from the mean surface, which recedes as material is removed.

**Growth rate of one ripple**

The equation is linear with constant coefficients, so each sinusoid evolves independently. Insert

$$h(x,t)=\mathrm{Re}\,[a(t)e^{ikx}].$$

Each $x$-derivative brings a factor $ik$. Since $(ik)^2=-k^2$ and $(ik)^4=k^4$,

$$\dot a=\left(-ikc+Sk^2-Bk^4\right)a .$$

The solution is

$$a(t)=a(0)\,e^{-ikct}\,e^{R(k)t},\qquad R(k)=Sk^2-Bk^4 .$$

The factor $e^{-ikct}$ has modulus one: it moves the ripple sideways at speed $c$ and leaves its height unchanged. That is why no value of $c$ is needed.

The signs can be read at a crest of $h=A\cos kx$. There $h_{xx}=-k^2A<0$, so $-Sh_{xx}$ is positive and the crest rises relative to the mean surface: it erodes more slowly than the troughs. This is indeed diffusion with the wrong sign. But $h_{xxxx}=k^4A>0$ at the crest, so $-Bh_{xxxx}$ lowers it. The smoothing grows as $k^4$ and the roughening as $k^2$, so smoothing wins at short wavelengths and prevents the blow-up. Growth requires $k^2<S/B$, that is, a wavelength above

$$2\pi\sqrt{B/S}=62.8\ \mathrm{nm}.$$

At very long wavelengths $R\approx Sk^2$, which tends to zero. The fastest ripple lies between these limits.

**The fastest ripple**

Write $q=k^2$ and complete the square:

$$R=Sq-Bq^2=\frac{S^2}{4B}-B\left(q-\frac{S}{2B}\right)^2 .$$

The last term is never positive, so the maximum over all $k$ is at

$$k_*^2=\frac{S}{2B},\qquad R_*=\frac{S^2}{4B}.$$

For the given numbers,

$$k_*=\sqrt{\frac{1}{200}}\ \mathrm{nm^{-1}}=0.0707\ \mathrm{nm^{-1}},\qquad \frac{2\pi}{k_*}=88.9\ \mathrm{nm},$$

$$R_*=\frac{(1\ \mathrm{nm^2/s})^2}{4\times100\ \mathrm{nm^4/s}}=0.0025\ \mathrm{s^{-1}} .$$

The amplitude therefore grows by a factor $e$ every 400 s.

**The hundredfold time**

Setting $A(T)/A(0)=e^{R_*T}=100$ and taking the logarithm gives

$$T=\frac{\ln 100}{R_*}=\frac{4B\ln100}{S^2}=400\ \mathrm{s}\times4.605=1842\ \mathrm{s},$$

or about 31 minutes. This is the requested result.

The power spectrum measures the square of the amplitude, which grows as $e^{2R_*t}$. It rises hundredfold in $\ln(100)/(2R_*)=921$ s, when the amplitude has grown only tenfold. That is the source of your factor of two.

The total rms roughness is a third quantity. It combines many wavelengths, each amplified by at most 100 at time $T$ in this linear model. If some of the initial roughness lies away from $k_*$, the total therefore grows by less than 100.

A numerical surface with 48 grid points per period and a drift of 0.2 nm/s also gives 1842 s. Its fastest wavelength is 88.79 nm, against 88.86 nm from the formula. The grid explains the difference: a second difference with spacing $\Delta x$ replaces $k^2$ by about $k^2[1-(k\Delta x)^2/12]$. With $k\Delta x=2\pi/48$ this is a reduction of 0.14%, which shifts the best wavelength down by half that fraction, about 0.06 nm.

**When does the growth stop being exponential?**

The exponential law has no upper limit, so it must fail at some amplitude. The usual first correction adds $(L/2)h_x^2$ to the right-hand side, because the erosion speed depends on slope. Follow the ripple in its moving frame, and include the second harmonic that this term creates:

$$h=A\cos\theta+a_2\cos2\theta,\qquad \theta=k_*x .$$

To first order in $a_2$,

$$h_x^2=k_*^2A^2\sin^2\theta+4k_*^2Aa_2\sin\theta\sin2\theta .$$

Use $\sin^2\theta=(1-\cos2\theta)/2$ and $\sin\theta\sin2\theta=(\cos\theta-\cos3\theta)/2$. After multiplication by $L/2$, the coefficient of $\cos2\theta$ is $-Lk_*^2A^2/4$, and that of $\cos\theta$ is $Lk_*^2Aa_2$.

The harmonic has wavenumber $2k_*$, so its linear rate is

$$4Sk_*^2-16Bk_*^4=\frac{2S^2}{B}-\frac{4S^2}{B}=-\frac{2S^2}{B}=-8R_* .$$

Hence

$$\dot a_2=-8R_*a_2-\frac{Lk_*^2A^2}{4}.$$

While $A\propto e^{R_*t}$, try $a_2=CA^2$. Its time derivative is $2R_*CA^2$, so $10R_*C=-Lk_*^2/4$ and

$$a_2=-\frac{Lk_*^2}{40R_*}A^2 .$$

A starting value of $a_2$ that differs from this leaves a remainder that decays as $e^{-8R_*t}$. Inserting $a_2$ in the equation for $A$, and using $k_*^4/R_*=1/B$, gives

$$\dot A=R_*A-gA^3,\qquad g=\frac{L^2}{40B}.$$

The correction slows the growth whatever the sign of $L$. For $gA^2\ll R_*$,

$$dt=\frac{dA}{R_*A-gA^3}\approx\frac{1}{R_*}\left(\frac1A+\frac{gA}{R_*}\right)dA .$$

Integrating from $A_0$ to $A_f$, the first term returns $T$ and the second adds the delay

$$\Delta T=\frac{g\,(A_f^2-A_0^2)}{2R_*^2}.$$

Take $L=1$ nm/s, $A_0=0.01$ nm and $A_f=1$ nm. Then $g=2.5\times10^{-4}\ \mathrm{nm^{-2}s^{-1}}$ and $\Delta T=20$ s. Solving the nonlinear equation numerically, with the period held at $2\pi/k_*$, gives 21.2 s. For the weaker value $L=0.3$ nm/s, the formula gives 1.80 s and the numerical solution 1.81 s.

At the end of the run with $L=1$ nm/s, $gA_f^2/R_*=0.1$, so the expansion is still reasonable. The delay grows as $A_f^2$: a seed ten times higher would have to reach 10 nm for a hundredfold gain. There $gA_f^2/R_*=10$, far above the value 1 at which the equation for $A$ stops growing. With $L=1$ nm/s and the period held fixed, the ripple levels off near 3 nm, so it never reaches 10 nm and has no hundredfold time.

**Random arrival of the ions**

The equation also treats erosion as continuous. Suppose instead that independent ions each remove a volume $V$ at a random place in a patch of area $P$, with craters much narrower than the ripple. The cosine amplitude is $(2/P)\int h\cos(k_*x)\,dx\,dy$, so an impact at $x_j$ changes it by $-(2V/P)\cos k_*x_j$. If the patch holds a whole number of ripples, the mean of this kick is zero and its mean square is $2V^2/P^2$.

At mean erosion speed $v$ there are $vP/V$ impacts per second. A kick at time $t$ is later amplified by $e^{R_*(T-t)}$. Independent kicks add in variance:

$$\sigma_A^2=\frac{vP}{V}\,\frac{2V^2}{P^2}\int_0^T e^{2R_*(T-t)}dt=\frac{vV}{PR_*}\left(e^{2R_*T}-1\right).$$

With $v=0.3$ nm/s, $V=0.04\ \mathrm{nm^3}$ and a square patch of side close to 5000 nm, $\sigma_A$ is 4.4% of the final 1 nm. A small relative change in amplitude shifts the crossing time by that change divided by $R_*$, so the scatter is $0.0438/0.0025\ \mathrm{s^{-1}}=17.5$ s rms. It is inversely proportional to the seed amplitude and, for a seed of fixed amplitude, to the side of the patch.

This figure is for one mode only. The same impacts seed every mode in the unstable band, and their summed variance, $vV\int \frac{d^2k}{(2\pi)^2}\,\frac{e^{2R(\mathbf k)T}-1}{2R(\mathbf k)}$, does not depend on the patch size. It needs the behaviour across the beam, which the exercise does not give. With $R=Sk_x^2+S_yk_y^2-B(k_x^2+k_y^2)^2$ and $S_y$ between $-5$ and $0\ \mathrm{nm^2/s}$, the noise alone produces 0.6 to 0.9 nm rms by time $T$, comparable to the 0.71 nm rms of the seeded ripple. These modes couple to the ripple through $h_x^2$. In two-dimensional runs with this noise, $L=1$ nm/s and $S_y=0$ or $-1\ \mathrm{nm^2/s}$, the nonlinear delay is about 80 to 100 s instead of the 21 s of the isolated ripple.

In a test with 4000 simulated runs on a patch of $1000\ \mathrm{nm^2}$, with the same $V$ and one impact per second on average, the sampled variance was 0.969 of the predicted one. The sampling error is about 2%.

**What this means for a real surface**

The parameters are in the rough regime of silicon eroded at oblique incidence by argon ions of about 1 keV. Ripples there have wavelengths from tens of nanometres to about 100 nm and form in minutes to hours, so 89 nm is towards the long end. The values of $v$, $V$ and $L$ are round choices for that regime; $V$ is roughly two silicon atoms per ion. The seed of 0.01 nm is the amplitude of one Fourier component, so it may be smaller than an atom. It is still large for random wafer roughness: for 0.1 to 0.5 nm rms with a correlation length of 10 to 30 nm, one component on the 5000 nm patch is about 0.001 to 0.006 nm and falls as the inverse side of the patch. The time scatter is then larger, about 90 s for a seed of 0.002 nm, and no longer shrinks as the patch grows.

During the run the beam removes $0.3\times1842\approx553$ nm of material, and constant $S$ and $B$ are assumed throughout. Changes in surface composition, temperature or beam current can break that assumption. Because $T\propto B/S^2$, a value of $S$ lower by 10% at fixed $B$ raises the time to 2274 s, an increase of 23%. This shift of about 430 s is several times the nonlinear delay with noise included, and much larger than the scatter of 17.5 s found for the 0.01 nm seed.

The gradient expansion is also cut off at fourth order. Let $d=3$ nm be the ion depth, and estimate the next even term from the roughening part of the growth rate as $\pm Sd^4k^6$. At the maximum $Bk_*^4=Sk_*^2/2$, so $R_*=Sk_*^2/2$, and the relative change of the rate is

$$\frac{Sd^4k_*^6}{Sk_*^2/2}=2(k_*d)^4=2(0.212)^4=0.4\%.$$

To first order the displacement of the maximum does not matter, because $R$ is flat there. The time shifts by about 7.5 s, in a direction set by the sign of the term. The smoothing part has its own next term, which depends on the mechanism. For viscous flow in a surface layer of thickness $d$, it is of order $Bd^2k^6$. Since $R_*=Bk_*^4$, the relative change is then of order $(k_*d)^2=4.5\%$ times a numerical factor. For Stokes flow over a no-slip base the smoothing rate is $Bk^4[1-\tfrac95(kd)^2+\dots]$. At fixed $B$ the full solution weakens the smoothing at $k_*$ by 7.5% for $d=3$ nm and shortens the time by about 150 s; for a 5 nm layer the time is shorter by about 440 s. The cut-off can therefore matter much more than the roughening term alone suggests. A third-derivative term would give an imaginary contribution, since $(ik)^3=-ik^3$; it changes the ripple's speed but not its linear growth.

For this single ripple the largest final slope is about $k_*A_f=0.071$. For a beam at $65^\circ$ from the normal, shadowing would need a slope above $\tan25^\circ\approx0.47$, so this ripple alone does not cause it. A real surface contains many components and can be steeper, so its total slope must be checked separately. Slope corrections beyond $h_x^2$ are not included in these estimates.

For the given $S$ and $B$, then, 1842 s follows from the linear model. As a prediction for a real surface, it is no better than the values of $S$ and $B$ put into it. The values for the single ripple are in the numerical output below.

## Numbers as computed

```
S = 1.0 nm^2/s
B = 100.0 nm^4/s
drift speed in the grid test = 0.20 nm/s
cutoff wavelength = 62.83 nm
fastest wavenumber = 0.07071 1/nm
fastest wavelength, formula = 88.86 nm
fastest wavelength, grid search = 88.79 nm
largest growth rate, formula = 0.002500 1/s
largest growth rate, grid search = 0.002500 1/s
e-folding time = 400.0 s
ln(100) = 4.60517
hundredfold amplitude time, formula = 1842.07 s
hundredfold amplitude time, grid = 1842.07 s
hundredfold amplitude time = 30.7 min
hundredfold power time = 921.0 s
time if S is 10% lower = 2274 s
seed amplitude = 0.010 nm
final amplitude = 1.000 nm
largest final slope = 0.0707
erosion speed = 0.30 nm/s
eroded depth in that time = 553 nm
nonlinear coefficient L = 1.00 nm/s
nonlinear delay, formula = 20.00 s
nonlinear delay, solved = 21.23 s
weak test L = 0.30 nm/s
weak test delay, formula = 1.800 s
weak test delay, solved = 1.809 s
volume removed per ion = 0.040 nm^3
patch side = 5000 nm
noise rms / final amplitude = 4.38 %
rms time scatter from noise = 17.5 s
noise test, sampled/predicted variance = 0.969
ion depth d = 3.0 nm
k d at the fastest ripple = 0.2121
sixth-order rate change = 0.405 %
sixth-order time shift, either sign = 7.46 s
```
